# Airy solution of the trapezoidal barrier and the phase of Gundlach oscillations

## Definitions and conventions

The algebra uses atomic units, $\hbar=m_e=e=1$. Numerical energies are in eV and lengths in angstrom.

An electron of normal energy $E$ comes from an emitter at $x<0$, whose band bottom is the zero of energy and whose Fermi energy is $E_F$. The oxide fills $0<x<d$. Its conduction band edge is
$$V(x)=E_F+\varphi-Fx ,\qquad U=Fd ,$$
where $\varphi$ is the barrier above the emitter Fermi level, $F$ the force on the electron and $U$ the energy drop across the oxide. The two electrodes have equal Fermi energies and work functions, so the collector at $x>d$ has its band bottom at $-U$, and $U$ is also the bias energy.

The effective masses are $m_L$, $m$ and $m_R$ in emitter, oxide and collector. Both $\psi$ and $\psi'/m(x)$ are continuous, which conserves the particle flux $\mathrm{Im}(\psi^*\psi')/m(x)$. The electrode velocities are
$$v_L=\sqrt{2E/m_L},\qquad v_R=\sqrt{2(E+U)/m_R}.$$
The model is coherent, with parabolic bands. It omits the image force, trapped charge and scattering.

For $E=E_F$ and $U>\varphi$ the band edge falls below the electron's energy before the collector is reached. The electron leaves the forbidden region at $x_t=\varphi/F$ and crosses the remaining oxide as a running wave. This is the Fowler–Nordheim regime.

## Airy solution in the oxide

Let $x_t=(E_F+\varphi-E)/F$ for general $E$. The Schrödinger equation in the oxide is
$$\psi''=2m[V(x)-E]\psi=2mF(x_t-x)\psi .$$
Put $z=\kappa(x_t-x)$. Then $\psi''=\kappa^2\partial_z^2\psi$, and the choice $\kappa^3=2mF$ gives $\partial_z^2\psi=z\psi$. Hence
$$\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z),\qquad z_0=\kappa x_t,\qquad z_d=-\kappa(d-x_t),$$
with $z_0$ at the emitter and $z_d$ at the collector. Positive $z$ is forbidden and negative $z$ is allowed. Primes on Airy functions denote $d/dz$.

**Collector side.** Take the transmitted wave as $e^{ik_R(x-d)}$. At $x=d$ we have $\psi=1$ and $\psi'/m=iv_R$. Since $\psi'=-\kappa\,\partial_z\psi$,
$$\partial_z\psi=-i\rho_R,\qquad \rho_{L,R}=\frac{m\,v_{L,R}}{\kappa}.$$
So $a\,\mathrm{Ai}+b\,\mathrm{Bi}=1$ and $a\,\mathrm{Ai}'+b\,\mathrm{Bi}'=-i\rho_R$ at $z_d$. The determinant is the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}=1/\pi$, and Cramer's rule gives
$$a=\pi[\mathrm{Bi}'(z_d)+i\rho_R\mathrm{Bi}(z_d)],\qquad b=-\pi[\mathrm{Ai}'(z_d)+i\rho_R\mathrm{Ai}(z_d)].$$

**Emitter side.** With $\psi=Ae^{ik_Lx}+Be^{-ik_Lx}$, continuity at $x=0$ gives
$$A+B=\psi,\qquad iv_L(A-B)=-\frac{\kappa}{m}\partial_z\psi\;\Rightarrow\;A-B=\frac{i}{\rho_L}\partial_z\psi .$$
Adding, $A=(\rho_L\psi+i\partial_z\psi)/(2\rho_L)$. The transmission is the flux ratio $T=v_R/(v_L|A|^2)$, so
$$T=\frac{4\rho_L\rho_R}{|\rho_L\psi+i\,\partial_z\psi|^2_{z=z_0}} .$$
No approximation has been made within the model.

## Thick barrier: two factors

At large $z_0$ the function $\mathrm{Ai}$ is exponentially small and $\mathrm{Bi}$ exponentially large. Take out the $\mathrm{Bi}$ part:
$$\rho_L\psi+i\partial_z\psi=b\,[\rho_L\mathrm{Bi}+i\mathrm{Bi}']_{z_0}(1+\delta),\qquad
\delta=\frac ab\,\frac{\rho_L\mathrm{Ai}+i\mathrm{Ai}'}{\rho_L\mathrm{Bi}+i\mathrm{Bi}'}\bigg|_{z_0}.$$
Dropping $\delta$ and inserting $|b|^2=\pi^2[\mathrm{Ai}'^2+\rho_R^2\mathrm{Ai}^2]$ gives $T\simeq E_{em}G$, with
$$E_{em}=\frac{4\rho_L}{\pi[\rho_L^2\mathrm{Bi}^2+\mathrm{Bi}'^2]_{z_0}},\qquad
G=\frac{\rho_R}{\pi[\mathrm{Ai}'^2+\rho_R^2\mathrm{Ai}^2]_{z_d}} .$$

For large $z_0$, let $\zeta_0=\tfrac23z_0^{3/2}$. Then $\mathrm{Bi}\simeq e^{\zeta_0}/(\sqrt\pi z_0^{1/4})$ and $\mathrm{Bi}'\simeq z_0^{1/4}e^{\zeta_0}/\sqrt\pi$, so
$$E_{em}\simeq\frac{4q}{1+q^2}e^{-2\zeta_0},\quad q=\frac{\rho_L}{\sqrt{z_0}},\qquad
2\zeta_0=\frac43\sqrt{2mF}\,x_t^{3/2}=\frac{4\sqrt{2m}\,\varphi^{3/2}}{3F}$$
at $E=E_F$. This is the Fowler–Nordheim exponent. It is smooth in bias, so any oscillation must come from $G$.

**Below the onset.** If $U<\varphi$, then $z_d>0$ and there is no running wave in the oxide. For large $z_d$, $\mathrm{Ai}\simeq e^{-\zeta_d}/(2\sqrt\pi z_d^{1/4})$ and $\mathrm{Ai}'\simeq-z_d^{1/4}e^{-\zeta_d}/(2\sqrt\pi)$, with $\zeta_d=\tfrac23z_d^{3/2}$. Then
$$G\simeq\frac{4\rho_R\sqrt{z_d}}{\rho_R^2+z_d}\,e^{2\zeta_d}.$$
This merely removes from the exponent the part of the triangle lying beyond the collector. The result is direct tunnelling, without an oscillating phase.

## Echoes between turning point and collector

For $U>\varphi$ define the travelling Airy waves $C_\pm=\mathrm{Bi}\pm i\,\mathrm{Ai}$. With $s=-z_d$ large,
$$C_\pm(-s)\simeq\frac{e^{\pm i\theta}}{\sqrt\pi\,s^{1/4}},\qquad \theta=\zeta+\frac\pi4,\qquad
\zeta=\frac23s^{3/2}=\int_{x_t}^{d}k\,dx .$$
Since $\theta$ grows with $x$, $C_+$ travels towards the collector and $C_-$ away from it. At $E=E_F$, $d-x_t=(U-\varphi)/F$ and
$$\zeta=\frac{2\sqrt{2m}\,(U-\varphi)^{3/2}}{3F}.$$

Let $C_+$ strike the collector and return as $R\,C_-$. The condition $\partial_z\psi=-i\rho_R\psi$ gives
$$R=-\frac YX,\qquad Y=C_+'+i\rho_RC_+,\qquad X=C_-'+i\rho_RC_- .$$
Because $\mathrm{Ai}=(C_+-C_-)/2i$,
$$\mathrm{Ai}'+i\rho_R\mathrm{Ai}=\frac{Y-X}{2i}=-\frac{X(1+R)}{2i}
\;\Rightarrow\;G=\frac{4\rho_R}{\pi|X|^2|1+R|^2}.$$
Separating real and imaginary parts,
$$X=(\mathrm{Bi}'+\rho_R\mathrm{Ai})+i(\rho_R\mathrm{Bi}-\mathrm{Ai}'),\qquad
Y=(\mathrm{Bi}'-\rho_R\mathrm{Ai})+i(\rho_R\mathrm{Bi}+\mathrm{Ai}').$$
The squares cancel in the difference, leaving $|X|^2-|Y|^2=4\rho_R(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi})=4\rho_R/\pi$. Therefore
$$G=\frac{1-|R|^2}{|1+R|^2}.$$
This identity holds without the large-$s$ approximation.

Its meaning follows from the turning point. In a thick barrier the returning wave must join a solution that decays towards the emitter. The combination $C_--C_+=-2i\,\mathrm{Ai}$ does so, hence $C_-$ is sent back as $-C_+$. One round trip multiplies the amplitude by $-R$, and the total forward amplitude is
$$1-R+R^2-\dots=\frac1{1+R}.$$
The factor $1-|R|^2$ is the fraction of flux that enters the collector on each arrival. If $R=0$, then $G=1$ and $T=E_{em}$. Running waves in the oxide are therefore not sufficient for oscillations; the collector side must also reflect.

## The phase and the resonance rules

To leading order in $1/s$, $C_\pm'\simeq\mp i\sqrt s\,C_\pm$, because $d/dz=-d/ds$ and $d\theta/ds=\sqrt s$. Substitution gives
$$R\simeq\frac{\sqrt s-\rho_R}{\sqrt s+\rho_R}\frac{C_+}{C_-}=r\,e^{2i\theta},\qquad
r=\frac{1-\eta}{1+\eta},\qquad \eta=\frac{\rho_R}{\sqrt s}=\frac{v_R}{v_d}.$$
Here $v_d=\kappa\sqrt s/m$ is the oxide velocity at $x=d$. At $E=E_F$,
$$\eta^2=\frac{m(E_F+U)}{m_R(U-\varphi)} .$$
Velocities enter, rather than wave numbers, because $\psi'/m$ is matched.

The round-trip factor is
$$-R\simeq-r\,e^{2i\zeta+i\pi/2}=r\,e^{i(2\zeta-\pi/2)} .$$
The path gives $2\zeta$, the soft turning point gives $-\pi/2$, and the collector step gives the phase of $r$: zero for $\eta<1$ and $\pi$ for $\eta>1$. Echoes add in phase when the sum is a multiple of $2\pi$:
$$\eta>1:\ \zeta=\left(n-\tfrac14\right)\pi;\qquad \eta<1:\ \zeta=\left(n+\tfrac14\right)\pi .$$
The rule $\zeta=n\pi$ omits this quarter.

For the line shape, use $1-r^2=4\eta/(1+\eta)^2$, $1+r=2/(1+\eta)$ and $1-r=2\eta/(1+\eta)$:
$$|1+re^{2i\theta}|^2=(1+r)^2\cos^2\theta+(1-r)^2\sin^2\theta
\;\Rightarrow\;G\simeq\frac{\eta}{\cos^2\theta+\eta^2\sin^2\theta}.$$
At fixed $\eta$, $G$ runs between $\eta$ and $1/\eta$. The resonance rules mark where it touches its upper envelope. Maxima of the raw $T$ against bias are shifted from these points or absent altogether, because $E_{em}$ rises steeply and $\eta$ also changes.

With $p=re^{2i\theta}$, a common denominator shows that
$$\frac{1-|p|^2}{|1+p|^2}=\frac1{1+p}+\frac1{1+p^*}-1
=1+2\sum_{n\ge1}(-r)^n\cos2n\theta .$$
The phase average of $G$ is thus 1, and $E_{em}$ is the background about which $T$ oscillates.

**Where this fails.** Close to the onset $U=\varphi$, $s$ is small and the Airy form of $G$ must be kept. Near $\eta=1$ the step reflection $r$ vanishes and the next term matters. The factor $s^{-1/4}$ in $C_+$ adds $1/(4s)$ to $C_+'/C_+$, so at $\eta=1$ one finds $|R|\simeq1/(8s^{3/2})$, a weak reflection due to the changing oxide velocity.

The neglected $\delta$ can be sized too. The asymptotic forms at $z_0$ make its last fraction $\tfrac12e^{-2\zeta_0}$ in modulus, while those at $z_d$ give
$$\left|\frac ab\right|^2\simeq\frac{\sin^2\theta+\eta^2\cos^2\theta}{\cos^2\theta+\eta^2\sin^2\theta}.$$
This ratio lies between $\eta^2$ and $1/\eta^2$. The relative error of $T\simeq E_{em}G$ is at most $2|\delta|$ at first order, hence at most about $\max(\eta,1/\eta)e^{-2\zeta_0}$.

## From transmission to current

Let $x=E-E_F$ from here on, and let $k_BT_e$ be the thermal energy. The transverse masses are taken equal in all layers, so that $E$ is conserved separately. Reverse current is neglected, which requires $U\gg k_BT_e$. Summing the Fermi function over transverse energy $E_t$, whose density of states is constant, gives the supply
$$N(x)=\int_0^\infty\frac{dE_t}{1+e^{(x+E_t)/k_BT_e}}=k_BT_e\ln(1+e^{-x/k_BT_e}).$$
The current $J$ is proportional to $\int N\,T\,dx$. Let $J_0$ be the same integral with $E_{em}$ in place of $T$.

Near the Fermi level, replace $\varphi$ by $\varphi-x$ in $2\zeta_0$ and expand to first order. Then $E_{em}\propto e^{c_0x}$. Likewise $U-\varphi$ becomes $U-\varphi+x$ in $2\zeta$, so $2\theta$ changes by $c_0wx$, where
$$c_0=\frac{2\sqrt{2m\varphi}}{F},\qquad \frac{d(2\zeta)}{dx}=\frac{2\sqrt{2m(U-\varphi)}}{F}=c_0w,\qquad w=\sqrt{\frac U\varphi-1}.$$
The $n$th harmonic needs $I(c)=\int N e^{cx}dx$ at $c_n=c_0(1+inw)$. Integrate by parts, with $N'=-1/(1+e^{x/k_BT_e})$. The boundary terms vanish for $0<\mathrm{Re}\,c<1/k_BT_e$. With $y=e^{x/k_BT_e}$,
$$I(c)=\frac{k_BT_e}{c}\int_0^\infty\frac{y^{ck_BT_e-1}}{1+y}dy=\frac{\pi k_BT_e}{c\,\sin(\pi ck_BT_e)},$$
by the standard beta integral. Therefore, with $r$ held at its Fermi-level value,
$$\frac J{J_0}\simeq1+2\,\mathrm{Re}\sum_{n\ge1}(-r)^ne^{2in\theta}D_n,\qquad
D_n=\frac{I(c_n)}{I(c_0)} .$$

At zero temperature $I(c)=1/c^2$ and $D_n=(1+inw)^{-2}$. Since $1+w^2=U/\varphi$,
$$|D_1|=\frac{\varphi}{U},\qquad \arg D_1=-2\arctan w .$$
The energy spread weakens the first harmonic and also moves it. For $\eta>1$ we have $-r>0$, and its maxima satisfy $2\theta-2\arctan w=2\pi n$, or
$$\zeta=\left(n-\tfrac14\right)\pi+\arctan w .$$
For $\eta<1$, $-\tfrac14$ becomes $+\tfrac14$. These rules concern the first harmonic alone; higher harmonics move the maxima of the full ratio when $|r|$ is not small. Electrons below the Fermi level have a smaller path phase and need a larger bias to resonate.

The formula fails as $c_0k_BT_e\to1$. The linearized integral then draws on energies far above $E_F$, where the expansion no longer holds. The integral was also extended to $x\to-\infty$, although the emitter band ends at $x=-E_F$. This needs $c_0E_F\gg1$, which holds for a metal emitter. For a degenerate semiconductor emitter with $E_F$ near 0.1 eV, $c_0E_F$ can be of order 1. The band bottom then cuts off the energy spread, so the damping is weaker than $\varphi/U$ and the phase lag is well below $\arctan w$.

## Worked example

Take round model parameters: $\varphi=2$ eV, $E_F=5$ eV, $d=40$ angstrom, $m=0.5$ and $m_L=m_R=1$. At $U=4$ eV, $F=4/40=0.100$ eV/angstrom, a field of 10 MV/cm. The bias scans below reach 15 MV/cm and slightly more. Such fields are near or above breakdown for many real oxides, so the numbers illustrate the model and do not describe a particular device. At $U=4$ eV the electron emerges at $x_t=2/0.100=20$ angstrom, halfway through the oxide.

The Airy length is $1/\kappa=4.240$ angstrom, so $z_0=20/4.240=4.717$ and $z_d=-4.717$. The exponent is $2\zeta_0=\tfrac43(4.717)^{3/2}=13.66$, and $\zeta$ is half of it, 6.831. At the collector
$$\eta=\sqrt{\frac{0.5\times9}{1\times2}}=1.5,\qquad r=\frac{1-1.5}{1+1.5}=-0.2 .$$
With $\theta=6.831+0.785=7.616$, the asymptotic formula gives $G=0.688$; the Airy functions give 0.694. The Airy value of $E_{em}$ is $2.320\times10^{-6}$, and
$$T=2.320\times10^{-6}\times0.694=1.61\times10^{-6}.$$
The factorization changes $T$ by a relative $8\times10^{-7}$.

**Resonances at the Fermi energy.** The full Airy $T$ was scanned in bias and divided by $E_{em}\eta$, which removes the background and the upper envelope. Its maxima are compared with the two phase rules, solved numerically for $U$:

| $n$ | maximum (eV) | $(n-\frac14)\pi$ (eV) | $n\pi$ (eV) |
|---|---|---|---|
| 1 | 2.78 | 2.77 | 2.98 |
| 2 | 3.63 | 3.62 | 3.84 |
| 3 | 4.56 | 4.55 | 4.80 |
| 4 | 5.61 | 5.60 | 5.88 |

Within the model, the quarter shift matters at the level of 0.2 to 0.3 eV. In a real oxide the omitted image force lowers the band edge near the collector and can change $\zeta$ by an amount of the same order, and it also reshapes the collector step and with it the phase of the echo. The net shift of the maxima does not follow from $\zeta$ alone and must be computed before barrier parameters are drawn from measured maxima. Changing the collector mass to 8 makes $\eta<1$ in the scanned range from 3.5 to 6 eV. Dividing now by $E_{em}/\eta$, the maxima are at 4.06 and 5.05 eV; the rule $(n+\tfrac14)\pi$ gives 4.07 and 5.06 eV for $n=2,3$.

Between 3.5 and 6 eV, $T/E_{em}$ departs from 1 by up to 0.63 for collector mass 1. If the collector mass is adjusted at each bias to make $\eta=1$, the largest departure is 0.027. The oxide path is unchanged, but most of the oscillation has gone.

**Current.** At $U=4$ eV the energy width is $1/c_0=0.098$ eV and $w=1$, so at zero temperature $D_1=(1+i)^{-2}=-i/2$. The first harmonic contributes
$$2(0.2)\,\mathrm{Re}\left[-\tfrac i2e^{2i\theta}\right]=0.2\sin(15.23)=0.09 .$$
Higher harmonics bring the predicted $J/J_0$ to 1.08. Integrating the full $T$ over energy by Simpson's rule gives 1.10. The current is above its background although the Fermi-level transmission, with $G=0.69$, is below its own: this is the phase shift from the energy spread.

At 300 K, $k_BT_e=0.0259$ eV and $c_0k_BT_e=0.26$. The first-harmonic factor falls from 0.50 to 0.44, and its phase lag from 1.57 to 1.34 rad. The predicted and integrated ratios are 1.03 and 1.06. The linearized law thus misses 0.02 to 0.03 in $J/J_0$ here, a sizeable part of a small deviation from 1.

Over 3.5 to 6 eV at zero temperature, its root-mean-square error in $J/J_0$ is 0.020; setting all $D_n=1$ gives 0.29. For a 160 angstrom oxide at the same $U$, the error is 0.005. This fall by about four agrees with an error proportional to $1/d$. Several neglected terms scale this way: the curvature of the tunnel exponent, of relative order $1/(c_0\varphi)$, the energy dependence of $r$, the large-$s$ form of $G$ and the curvature of $\zeta$. No single one of them dominates here.

Finally, $J/J_0-1$ at zero temperature was divided by the first-harmonic envelope $2|r|\varphi/U$. Its maxima are at 3.83, 4.83 and 5.96 eV. The rule with $\arctan w$ gives 3.84, 4.83 and 5.95 eV for $n=2,3,4$. These are maxima of the normalized ratio. The raw current in this example rises steadily with bias over the scanned range, and the oscillation appears only as a modulation of its slope until the background is divided out. Fitting the maxima of the ratio with the Fermi-level rule would assign the energy-spread phase to the barrier parameters. The size $\arctan w$ of that phase holds only for $c_0E_F\gg1$, as in this example, where $c_0E_F\approx51$ at $U=4$ eV.
